Why opposite-end contacts equalize wire resistance in a memory column

Take a column of N memory cells connected between two parallel wires, a bit line and a source line. One cell conducts; the others are off. The bit line is contacted at the top and the source line at the bottom. Turn the column upside down and exchange the names of the two lines: the layout is the same as before, but cell k, counted from the top, has become cell N+1−k. This symmetry nearly fixes the answer.

Let the lines be uniform, with resistances r_B and r_S per cell pitch. The current follows a single path, so the total wire resistance R is a sum of wire pieces, linear in r_B and r_S. Selecting the next cell down changes the path by one pitch on each line, wherever the cell is. Hence

R(k) = a + c k,  c = α r_B + β r_S,

where α and β are pure numbers. Under the symmetry operation k becomes N+1−k, so the coefficient of k changes sign, while r_B and r_S are exchanged. The resistance itself cannot change. Therefore

α r_B + β r_S = −(α r_S + β r_B)

for all r_B and r_S, which requires β = −α. The dependence on position is proportional to r_B − r_S and vanishes for equal lines.

With both contacts at the top, turning the column over gives a different layout. Exchanging the names alone now restores the original, without moving the cell. Then c must be unchanged by the exchange, β = α, and the dependence on position is proportional to r_B + r_S. Equal lines do not cancel it. Counting wire segments supplies the factor α and shows what happens when the lines are not uniform.

## Following the current

Number the wire segments j = 0, 1, …, N from top to bottom. Segment 0 lies above cell 1, segment N lies below cell N, and cell k sits between segments k−1 and k. Let b_j and s_j be the segment resistances of the bit and source lines. The current is steady and the off cells are taken as open circuits.

Current enters the bit line at the top and leaves it at cell k. The bit line below that cell has no outlet, so by charge conservation it carries no steady current and adds no series resistance. The bit-line contribution is b_0 + … + b_{k−1} in both layouts.

On the source line the current leaves the cell and goes to the contact. If the contact is at the bottom, it crosses segments k to N:

R_opp(k) = Σ_{j=0}^{k−1} b_j + Σ_{j=k}^{N} s_j.

If the contact is at the top, it returns through segments k−1 to 0:

R_same(k) = Σ_{j=0}^{k−1} (b_j + s_j).

Now select cell k+1 instead of cell k. In both layouts the bit-line path gains segment k. With opposite ends the source-line path loses segment k; with the same end it gains it. So

R_opp(k+1) − R_opp(k) = b_k − s_k,
R_same(k+1) − R_same(k) = b_k + s_k.

The first difference is zero for every neighbouring pair if and only if b_k = s_k for k = 1, …, N−1. This is the condition behind the rule. The lines need not be uniform; they must match locally. The end segments b_0 and s_N are in every path and need not match anything. The same holds for the resistance of the drivers and column switches, provided it does not depend on the selected cell. The second difference is positive for any real wires, so same-end contacts cannot give a constant total.

For matched lines, each level of the column is crossed once, on one line or the other. Selecting a different cell changes where the current crosses over, but not how much wire it uses.

For uniform lines the sums become

R_opp(k) = k r_B + (N+1−k) r_S,
R_same(k) = k (r_B + r_S).

With r_B = r_S = r these are (N+1)r and 2kr. The factor left open by the symmetry argument is α = 1.

## What is gained and what is not

The average of k over the column is (N+1)/2, and so is the average of N+1−k. Both layouts therefore have the same average wire resistance:

⟨R⟩ = (N+1)(r_B + r_S)/2.

Opposite-end contacts remove the spread, not the average. For equal lines the largest value falls from 2Nr to (N+1)r, a factor 2N/(N+1), which approaches two in a long column. The smallest value rises from 2r to (N+1)r. Cells near a same-end driver lose their advantage.

If the lines are uniform but unequal, the difference between the largest and smallest totals is

(N−1)|r_B − r_S| for opposite ends,
(N−1)(r_B + r_S) for the same end.

In the limit r_S → 0, as for a very wide source conductor, both expressions become (N−1)r_B. The location of the source contact then makes no difference, and opposite ends give no benefit. Widening only the source line lowers the average resistance but spoils the cancellation.

## A 512-cell column

Consider spin-transfer-torque memory with a cell pitch of 100 nm along the column. Both lines are copper, 50 nm wide and 100 nm thick, with resistivity 4.0 μΩ cm. The resistance per pitch is

r = (4.0×10⁻⁸ Ω m)(100×10⁻⁹ m) / [(50×10⁻⁹ m)(100×10⁻⁹ m)] = 0.800 Ω.

With opposite ends every cell sees 513 × 0.800 Ω = 410.4 Ω of wire. With the same end, cell 1 sees 1.6 Ω and cell 512 sees 819.2 Ω; the average is again 410.4 Ω.

These sums were tested by solving Kirchhoff's equations for the complete two-wire ladder, dead ends included, for each of the 512 selections. They agreed within 0.001 Ω. In a further test the segments varied irregularly between 0.5r and 1.5r, identically on both lines; the opposite-end total stayed constant within the same tolerance.

The magnetic tunnel junction has a resistance of 3056 Ω in its parallel state. Taking the access transistor first as a fixed 2000 Ω gives a cell resistance of 5056 Ω. At 0.80 V the opposite-end current is

I = 0.80 V / (5056 Ω + 410.4 Ω) = 146.35 μA

for every cell. With same-end contacts it falls from 158.18 μA at cell 1 to 136.17 μA at cell 512, a drop of 13.9 % relative to cell 1. The junction voltage falls from 0.483 V to 0.416 V, against a uniform 0.447 V with opposite ends.

The spread matters when one drive voltage serves both the weakest and the most stressed cell. Suppose cell 512 in the same-end layout must also receive 146.35 μA. The drive must rise to

V = (146.35 μA)(5056 Ω + 819.2 Ω) ≈ 0.86 V.

Cell 1 then carries 0.86 V / 5057.6 Ω ≈ 170 μA and has about 0.52 V across its junction. The extra voltage meant for the far cell appears as additional barrier stress at the near cell.

Reading is affected too. The junction resistance doubles in the antiparallel state, so the signal is 3056 Ω. The same-end wire spread, 817.6 Ω, is 26.8 % of this. If all cells are compared with one fixed reference resistance, the gap between the highest low-state value and the lowest high-state value shrinks to about 3056 Ω − 818 Ω = 2238 Ω, before any variation between cells is counted. With the transistor still taken as a fixed resistance, matched opposite-end lines leave the full 3056 Ω.

## Constant resistance is not constant potential

For matched uniform lines and opposite ends, let the bit contact be at V and the source contact at zero. The potentials at the two terminals of the selected cell are

v_B = V − I k r,
v_S = I (N+1−k) r.

Subtracting gives

v_B − v_S = V − I k r − I(N+1)r + I k r = V − I(N+1)r,

which does not contain k. Each potential, however, falls by Ir per step down the column. Position has become a common shift of both terminals instead of a loss of voltage between them. Here the shift from cell 1 to cell 512 is 511 × 0.800 Ω × 146.35 μA = 59.8 mV.

With the same end, v_B = V − I k r and v_S = I k r. Their mean stays at V/2, while their difference, V − 2Ikr, shrinks with distance.

A cell that responds only to the voltage across it does not notice a common shift. If that voltage is u(I), the current obeys V = I(N+1)r + u(I). This equation is the same for every k, so the current is the same even if u is nonlinear, provided the solution is unique, as it is when u increases with I.

An access transistor is different. Its gate is held at a fixed potential, so it responds to the shift. Let V_ov be the gate voltage minus the threshold voltage, measured from circuit zero, and let V_high and V_low be the potentials at the two ends of the channel. From here on β denotes the gain factor of the transistor, in A/V², not the pure number of the opening. In the simple triode model, valid here because both lie below V_ov,

I = (β/2)[(V_ov − V_low)² − (V_ov − V_high)²].

Factoring the difference of squares gives

I = β (V_high − V_low)(V_ov − V_mid),  V_mid = (V_high + V_low)/2.

The channel resistance is therefore

R_T = (V_high − V_low)/I = 1/[β(V_ov − V_mid)].

It depends on the mean channel potential. With β = 0.50 mA/V² and V_ov = 1.00 V, the 2000 Ω used above is the value at V_mid = 0. The true operating value is higher.

Place the junction, of resistance R_J, between the bit line and the transistor. R_J is kept at its parallel value, 3056 Ω, for both current directions, so that only the direction differs; a write that starts in the antiparallel state begins with a lower current. When current flows from bit to source with opposite ends,

V_high = V − I(kr + R_J),  V_low = I(N+1−k)r.

At fixed current both fall by Ir per step, so R_T falls and the current rises down the column, from 132.31 μA at cell 1 to 136.59 μA at cell 512. For cell 1, V_low = 0.054 V and V_high = 0.396 V, so V_mid = 0.225 V and R_T ≈ 2580 Ω. For cell 512 the same steps give R_T ≈ 2390 Ω. The wire total is 410.4 Ω in both cases; the transistor has changed.

For the opposite write direction the source contact is at V and the bit contact at zero:

V_high = V − I(N+1−k)r,  V_low = I(kr + R_J).

Both now rise down the column. R_T grows, and the current falls from 102.86 μA to 98.48 μA. The level is lower than in the other direction because the voltage across the junction lifts V_low and reduces the gate drive.

The current spreads in this model, relative to the column average, are:

Bit to source: 3.19 % with opposite ends, 15.46 % with the same end.
Source to bit: 4.35 % with opposite ends, 8.61 % with the same end.

For these parameters the gain is about a factor of five in one direction and two in the other. The formulas explain part of the difference. With the same end, the wire terms cancel in the mean:

V_mid = (V − I R_J)/2 for bit to source,
V_mid = (V + I R_J)/2 for source to bit.

The current is lower at the far cell. In the first direction this raises V_mid and R_T, adding to the loss from the wires. In the second it lowers V_mid and R_T, offsetting part of that loss. Same-end contacts thus perform less badly in the second direction, and opposite ends have less to improve. Two other effects contribute: the total resistance is higher in the second direction, so the same wire spread is a smaller fraction of it, and the opposite-end spread is itself larger there. The model omits the body effect, the rise of the threshold voltage with the source potential of the transistor. This effect lowers both gain factors.

## Mismatch, leakage and heat

Let the source line be 10 % more resistive than the bit line. Then r_S = 0.88 Ω, and the opposite-end spread is 511 × 0.08 Ω = 40.9 Ω. The same-end spread is 511 × 1.68 Ω = 858.5 Ω. Most of the benefit survives. If the source line had twice the resistance of the bit line, the spreads would be about 409 Ω and 1226 Ω, and opposite ends would remove only two thirds of the variation.

A local defect acts differently. With opposite ends, extra resistance δ in source segment j lies in the path of cells 1 to j and not in that of the cells below, so the total has a step of height δ at that point. Such a step in resistance against cell number locates the defect, if variation between the cells is small enough to reveal it.

Off cells also leak, which breaks the single-path assumption. With 1.0 GΩ per off cell, the largest total leakage is 0.393 μA, and the selected cell loses at most 0.0148 % of its current relative to the leak-free case. To leading order the loss is inversely proportional to the off resistance: at 10 MΩ it would be roughly 1.5 %. While the wire resistance is small compared with the cell resistance, the loss also grows about as N², since both the number of leaking cells and the wire resistance grow with N.

Heating preserves the cancellation if the two lines are equally warm at each level. For a coefficient of 0.30 %/K and a temperature rise growing linearly from zero at the top to 60 K at the bottom, the mean rise is 30 K. The total becomes 410.4 Ω × 1.09 = 447.3 Ω, still the same for every cell. A temperature difference between the lines acts as a mismatch: each kelvin adds about 511 × 0.0024 Ω ≈ 1.2 Ω of spread.

The steady-current assumption is safe here. With 0.10 fF per cell, total wire resistance times total capacitance is 21 ps, compared with a 10 ns write pulse.

## How the model compares with real columns

The parameters are rough typical values, not those of a particular product. A resistivity of 4.0 μΩ cm is a reasonable order for narrow copper, above the bulk value; still narrower lines are worse, which makes the layout more important. A resistance-area product of 6.0 Ω μm² and a resistance change of 100 % are ordinary for such junctions, though the change shrinks with bias. The transistor is on the strong side: 2000 Ω is low for a device about 100 nm wide, and an overdrive of 1.00 V generally needs a raised word-line voltage. This matters for the result. If V_high exceeds V_ov, the transistor saturates, and in the simple model its current, (β/2)(V_ov − V_low)², depends on V_low alone. For source-to-bit current V_low = I(kr + R_J) in both layouts, so opposite ends then give no benefit in that direction. Because the transistor sits next to the contact at V, this happens once V_ov falls somewhat below the drive voltage. The benefit fades gradually before that point: with V_ov equal to the drive voltage of 0.80 V, the source-to-bit current spread is already about 5.8 % with opposite ends against 6.1 % with the same end. The simple model also omits velocity saturation, which makes a short-channel transistor saturate at a lower drain voltage V_DS = V_high − V_low; for a width of 100 nm the currents above correspond to about 1.4 mA/μm at V_DS ≈ 0.33 V. If the triode current is divided by 1 + V_DS/V_c, where V_c is the critical field times the channel length, and held at its maximum beyond that point, then at V_ov = 1.00 V the two gain factors fall to about 2.7 and 1.2 for V_c = 1 V, and to about 1.5 and 1.0 for V_c = 0.5 V. The factors of five and two therefore belong to the long-channel model and are optimistic for a short-channel device. With the transistor treated as a fixed resistance, a weaker one reduces the relative effect of the wires on the current but leaves the wire spread in ohms unchanged. The effect of the common shift on the gate drive need not shrink in the same way.

In the parallel state the barrier field is 4.47 MV/cm with opposite ends and 4.83 MV/cm at same-end cell 1, in the fixed-transistor model with a 1.0 nm barrier. In the antiparallel state the junction takes a larger share of the drive voltage. If its resistance were fully doubled, the fields would be 5.74 and 6.03 MV/cm; they are lower to the extent that the resistance change shrinks with bias. Breakdown of thin MgO barriers lies very roughly near 10 MV/cm and depends on pulse length and barrier quality, so the margin is real but not large. The wire current density, 2.93 MA/cm², is high enough that electromigration needs its own assessment for the actual duty cycle. The assumption most readily broken in a real layout is line matching, because the two lines may lie in different metal layers. The 10 % and twofold cases above show how far that moves the wire resistance. In the triode model, a source line more resistive by these amounts raises the opposite-end current spread for bit-to-source current and lowers it for source-to-bit current.

## What to do about it

If same-end wire spread takes a significant part of the write or read margin, and the access transistor stays well inside its triode range (for a short channel, well below the drain voltage at which velocity saturation sets in), contact the lines at opposite ends and match their resistance segment by segment. Matching the end-to-end totals is not enough: two lines with equal totals can still differ in the segments between the cells, and the wire resistance then varies along the column. Width changes and layer changes should occur at the same levels on both lines. A strap, meaning a parallel conductor tied to the line at intervals, is a different case. Current can then reach a cell from both sides, and the single-path sum no longer holds between the ties. With identical straps on both uniform lines, the total is the same at every tie level but higher in between, so closer ties leave less variation.

If both drivers must be on one side, a separate return wire from the far end of the source line preserves the constancy. Its resistance is added equally to every cell, so the price is a higher total.

If same-end contacts are unavoidable, the drive voltage can follow the address. For a fixed cell resistance R_cell and a target current I, the required value is

V(k) = I(R_cell + 2kr).

With opposite ends, the remaining transistor effect can be removed through the word line. To keep the current equal to that of cell 1, V_ov − V_mid must stay constant, so the gate voltage must follow the common shift:

V_ov(k) = V_ov(1) ∓ I r (k−1),

with the minus sign for bit-to-source current and the plus sign for the reverse. In the simple triode model the correction over this column is about −54 mV in the first direction and +42 mV in the second. The body effect makes the required correction larger than I r (k−1). Whether the correction is worth the circuitry depends on whether a 3 to 4 % current spread is significant beside the variation between cells. The numerical output below lists the values for both layouts.

Computed values

```
cells in column: 512
pitch, line width, line thickness: 100, 50, 100 nm
line resistivity: 4.0 uohm cm
wire resistance per cell r: 0.800 ohm
junction diameter: 50 nm
junction resistance-area product: 6.0 ohm um2
junction resistance, parallel state: 3056 ohm
transistor resistance, fixed model: 2000 ohm
cell resistance, fixed model: 5056 ohm
drive voltage: 0.80 V
opposite ends, wire total, any cell: 410.4 ohm
same end, wire total, cell 1: 1.6 ohm
same end, wire total, cell 512: 819.2 ohm
same end, average wire total: 410.4 ohm
same end, wire spread: 817.6 ohm
opposite ends, current, any cell: 146.35 uA
same end, current, cell 1: 158.18 uA
same end, current, cell 512: 136.17 uA
opposite ends, junction voltage: 0.447 V
same end, junction voltage, cell 1: 0.483 V
same end, junction voltage, cell 512: 0.416 V
relative junction resistance change: 100 %
read signal, resistance change: 3056 ohm
same-end wire spread / read signal: 26.8 %
10 % mismatch, spread, opposite ends: 40.9 ohm
10 % mismatch, spread, same end: 858.5 ohm
common terminal shift, cell 1 to 512: 59.8 mV
transistor gate overdrive: 1.00 V
transistor beta: 0.50 mA/V2
triode model, bit-to-source, opposite: cell 1 132.31 uA, cell 512 136.59 uA, spread 3.19 %
triode model, bit-to-source, same: cell 1 145.76 uA, cell 512 124.93 uA, spread 15.46 %
triode model, source-to-bit, opposite: cell 1 102.86 uA, cell 512 98.48 uA, spread 4.35 %
triode model, source-to-bit, same: cell 1 105.13 uA, cell 512 96.46 uA, spread 8.61 %
off resistance of unselected cell: 1.0 Gohm
largest total leakage: 0.393 uA
largest loss of cell current by leakage: 0.0148 %
temperature coefficient of line: 0.30 %/K
temperature rise at far end: 60 K
wire total with gradient, any cell: 447.3 ohm
capacitance per cell: 0.10 fF
charging time estimate: 21.0 ps
write pulse: 10 ns
barrier thickness: 1.0 nm
largest barrier field, same end, cell 1: 4.83 MV/cm
barrier field, opposite ends: 4.47 MV/cm
wire current density, opposite ends: 2.93 MA/cm2
```
